# Breit-Pauli spin-orbit mean field: derivation, limits and tests, part 2

We average the two-electron Breit-Pauli spin-orbit term over a density without spin polarization or orbital current. Symmetry gives a one-electron operator $\mathbf F\cdot\mathbf s$ with $\mathbf F=a\,\mathbf J+b\,\big(\mathbf K^{(1)}+\mathbf K^{(2)}\big)$.

Units are Hartree atomic units, with $c=1/\alpha$, $\mathbf p=-i\nabla$, $\mathbf s=\boldsymbol\sigma/2$, $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. The Hamiltonian is $H_{SO}=H_1+H_2$. Here $H_1=\sum_i\mathbf h(i)\cdot\mathbf s_i$, $\mathbf h=\frac{\alpha^2}{2}\nabla V_{\rm nuc}\times\mathbf p$, $V_{\rm nuc}=-\sum_AZ_A/r_A$, and

$$H_2=\sum_{i\ne j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j),\qquad \mathbf g(1,2)=-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}.$$

The $\mathbf s_i$ part is spin-same-orbit (SSO), obtained from the Dirac equation by expanding in $(E-V)/2c^2$; the $2\mathbf s_j$ part is spin-other-orbit (SOO).

Orbitals $\varphi_p$ are real. Sans-serif labels denote spin orbitals, $\mathsf p=(p\sigma)$, $\mathsf q=(q\tau)$, $\mathsf r=(r\rho)$, $\mathsf s=(s\rho')$, and $\mathbf s_{\sigma\tau}=\langle\sigma|\mathbf s|\tau\rangle$. In $(pq|\mathbf g|rs)$ the first pair belongs to the electron carrying the momentum. In $\langle\mathsf{pr}|G|\mathsf{qs}\rangle$ electron 1 goes from $\mathsf q$ to $\mathsf p$, electron 2 from $\mathsf s$ to $\mathsf r$.

$$\langle p|\nabla V\times\mathbf p|q\rangle=i\int(\nabla\varphi_p\times\nabla\varphi_q)\,V\,d^3r .\tag{1}$$

$$(pq|\mathbf g|rs)=i\,\frac{\alpha^2}{2}\,\mathbf W_{pqrs},\qquad \mathbf W_{pqrs}=\iint\frac{(\nabla\varphi_p\times\nabla\varphi_q)(1)\;\varphi_r(2)\varphi_s(2)}{r_{12}}\,d^3r_1\,d^3r_2 .\tag{2}$$

$$(pq|\mathbf g|rs)=-(qp|\mathbf g|rs)=+(pq|\mathbf g|sr)=-(pq|\mathbf g|rs)^* .\tag{3}$$

$$H_2=\sum_{i<j}G(i,j),\qquad G(1,2)=\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1).\tag{4}$$

For determinants differing by $\mathsf p$ in place of $\mathsf q$,

$$\langle\Phi'|H_2|\Phi\rangle=\sum_{\mathsf j\ \rm common}\big[\langle\mathsf{pj}|G|\mathsf{qj}\rangle-\langle\mathsf{pj}|G|\mathsf{jq}\rangle\big].\tag{5}$$

The sum may be extended to $\mathsf j=\mathsf q$ or $\mathsf p$, where the terms cancel. The expectation value is

$$\langle\Phi|H_2|\Phi\rangle=\tfrac12\sum_{\mathsf{i,j}\in\Phi}\big[\langle\mathsf{ij}|G|\mathsf{ij}\rangle-\langle\mathsf{ij}|G|\mathsf{ji}\rangle\big].\tag{6}$$

With the spectator density $D$,

$$\mathcal F_{\mathsf{pq}}[D]=\sum_{\mathsf{rs}}D_{\mathsf{sr}}\big[\langle\mathsf{pr}|G|\mathsf{qs}\rangle-\langle\mathsf{pr}|G|\mathsf{sq}\rangle\big].\tag{7}$$

Its spin block is $d=\tfrac12[P_{sr}\mathbb 1+\mathbf M_{sr}\cdot\boldsymbol\sigma]$. The reference has $\mathbf M=0$ and real symmetric, spin-summed $P$. The direct part of (7) is

$$\text{direct}=\sum_{rs}\Big\{(pq|\mathbf g|rs)\cdot\big[\mathbf s_{\sigma\tau}\operatorname{tr}d+2\delta_{\sigma\tau}\operatorname{tr}(\mathbf sd)\big]+(rs|\mathbf g|pq)\cdot\big[\delta_{\sigma\tau}\operatorname{tr}(\mathbf sd)+2\mathbf s_{\sigma\tau}\operatorname{tr}d\big]\Big\}.\tag{8}$$

For the reference it equals $\mathbf J_{pq}\cdot\mathbf s_{\sigma\tau}$, because $\mathbf J'=0$. The contractions are

$$\mathbf J_{pq}=\sum_{rs}P_{sr}(pq|\mathbf g|rs),\qquad \mathbf J'_{pq}=\sum_{rs}P_{sr}(rs|\mathbf g|pq),$$

$$\mathbf K^{(1)}_{pq}=\sum_{rs}P_{sr}(ps|\mathbf g|rq),\qquad \mathbf K^{(2)}_{pq}=\sum_{rs}P_{sr}(rq|\mathbf g|ps).$$

The exchange part of (7) comes next.

**Exchange part.** In $\langle p\sigma\,r\rho|G|s\rho'\,q\tau\rangle$ electron 1 goes from $s\rho'$ to $p\sigma$ and electron 2 from $q\tau$ to $r\rho$. The spatial factor of $\mathbf g(1,2)$ is $(ps|\mathbf g|rq)$ and that of $\mathbf g(2,1)$ is $(rq|\mathbf g|ps)$. The spin factor of $\mathbf s_1$ is $\mathbf s_{\sigma\rho'}\delta_{\rho\tau}$ and that of $\mathbf s_2$ is $\delta_{\sigma\rho'}\mathbf s_{\rho\tau}$. The spin sums are now matrix products and not traces:

$$\sum_{\rho\rho'}\mathbf s_{\sigma\rho'}\,d_{\rho'\rho}\,\delta_{\rho\tau}=(\mathbf s\,d)_{\sigma\tau},\qquad\sum_{\rho\rho'}\delta_{\sigma\rho'}\,d_{\rho'\rho}\,\mathbf s_{\rho\tau}=(d\,\mathbf s)_{\sigma\tau}.$$

With the minus sign of (7),

$$\text{exchange}=-\sum_{rs}\Big\{(ps|\mathbf g|rq)\cdot\big[\mathbf sd+2\,d\mathbf s\big]_{\sigma\tau}+(rq|\mathbf g|ps)\cdot\big[d\mathbf s+2\,\mathbf sd\big]_{\sigma\tau}\Big\}.\tag{9}$$

For $d=\tfrac12P_{sr}\mathbb 1$ both products equal $\tfrac12P_{sr}\mathbf s$. Each bracket is $\tfrac12(1+2)P_{sr}\mathbf s=\tfrac32P_{sr}\mathbf s$, and

$$\text{exchange}=-\tfrac32\big[\mathbf K^{(1)}_{pq}+\mathbf K^{(2)}_{pq}\big]\cdot\mathbf s_{\sigma\tau}.$$

In an exchange term the active electron and the averaged electron trade places, so the spin line runs from $\tau$ through the density to $\sigma$ without closing on itself. It makes no difference on which side of a unit matrix the spin operator stands. For this reason $\mathbf s_1$ and $\mathbf s_2$ act alike and their weights add. The three factors of $-\tfrac32$ are the sign of the transposition, the $\tfrac12$ that converts the spin-summed $P$ to one spin, and the sum $1+2$. The SSO term supplies $-\tfrac12$ and the SOO term $-1$.

**Result.** Rename $r\leftrightarrow s$ in the exchange sums and use $P_{sr}=P_{rs}$ in the Coulomb sum:

$$\mathcal F_{p\sigma,q\tau}=\mathbf F_{pq}\cdot\mathbf s_{\sigma\tau},$$

$$\mathbf F_{pq}=\sum_{rs}P_{rs}\Big[(pq|\mathbf g|rs)-\tfrac32\,(pr|\mathbf g|sq)-\tfrac32\,(sq|\mathbf g|pr)\Big].\tag{10}$$

The spin-orbit mean-field Hamiltonian is $\sum_i(\mathbf h+\mathbf F)(i)\cdot\mathbf s_i$. Equation (10) holds unchanged in a non-orthogonal basis of real atomic orbitals. The sums over $r,s$ amount to an integral against $\sum_{rs}P_{rs}\varphi_r\varphi_s$, and inserting $\varphi_r=\sum_\mu C_{\mu r}\phi_\mu$ replaces $P$ by $CPC^{T}$ and the integrals by their atomic-orbital counterparts.

The coefficients refer to the spin-summed $P$. In terms of the density of one spin, $P/2$, they read $2,-3,-3$. Inserting a one-spin density into (10) halves the whole two-electron contribution.

## 7. Properties

Take the adjoint of $\mathbf K^{(1)}$ for real symmetric $P$. By (3), complex conjugation gives a minus sign, swapping the first pair gives another, and swapping the second pair gives none:

$$\big(\mathbf K^{(1)}_{qp}\big)^*=\sum P_{sr}(qs|\mathbf g|rp)^*=-\sum P_{sr}(qs|\mathbf g|rp)=\sum P_{sr}(sq|\mathbf g|pr).$$

Renaming $r\leftrightarrow s$ and using the symmetry of $P$ turns the last sum into $\sum P_{sr}(rq|\mathbf g|ps)=\mathbf K^{(2)}_{pq}$. The same two signs give $(\mathbf J_{qp})^*=\mathbf J_{pq}$. So $\mathbf F$ is Hermitian; it is imaginary by (2), hence antisymmetric, and $\mathbf F_{pp}=0$ for every real orbital. Write $\mathbf K^{(n)}=i(\alpha^2/2)\mathbf k^{(n)}$ with real $\mathbf k^{(n)}$. The adjoint relation reads $\mathbf k^{(2)}_{pq}=-\mathbf k^{(1)}_{qp}$, so only one exchange matrix has to be built. The two are in general not equal, however, and replacing $-\tfrac32(\mathbf K^{(1)}+\mathbf K^{(2)})$ by $-3\mathbf K^{(1)}$ then gives a non-Hermitian operator. They coincide only where $\mathbf k^{(1)}$ is itself antisymmetric, as within the $p$ shell of a spherical atom, where part 11 makes it a multiple of $\epsilon_{abc}$.

For a closed-shell determinant $\Phi_0$, (6) is $\tfrac12\sum_{\mathsf i}\mathcal F_{\mathsf{ii}}=\tfrac12\sum_i\mathbf F_{ii}\cdot\operatorname{tr}\mathbf s=0$. The reference has no first-order spin-orbit energy, and no constant has to be subtracted when $H_2$ is replaced by $\sum_i\mathbf F(i)\cdot\mathbf s_i$.

## 8. Two limits and a sign

**An electron outside a spherical cloud.** Summing over $r,s$ in $\mathbf J$ gives the Hartree potential $V_H(\mathbf r_1)=\int\rho(\mathbf r_2)\,r_{12}^{-1}d^3r_2$ of the density $\rho=\sum P_{rs}\varphi_r\varphi_s$, so by (1) and (2) $\mathbf J=(\alpha^2/2)\nabla V_H\times\mathbf p$. For spherical $\rho$, Gauss's law gives $\nabla V_H=-N(r)\,\mathbf r/r^3$ with $N(r)$ the number of electrons inside radius $r$. Then

$$\mathbf h+\mathbf J=\frac{\alpha^2}{2}\,\frac{Z-N(r)}{r^3}\,\mathbf l,\qquad\mathbf l=\mathbf r\times\mathbf p .$$

The exchange integrals contain products of an active orbital with a cloud orbital on both electrons, and they vanish when the two do not overlap. This confirms $a=1$. It also shows how the weight $r^{-3}$ enters: the Coulomb screening felt by an orbital is the average $\langle N(r)r^{-3}\rangle/\langle r^{-3}\rangle$, which emphasizes small $r$ and is smaller than the number of electrons in the cloud. When the orbital overlaps the cloud, exchange can add to it, as shown below.

**One doubly occupied orbital.** Let $P_{cc}=2$ be the only element and take $q=c$. Since $(cc|\mathbf g|pc)=0$ by antisymmetry, (10) gives $\mathbf F_{pc}=2[1-\tfrac32](pc|\mathbf g|cc)=-(pc|\mathbf g|cc)$. Check this from (5) for the determinants $|c\alpha\,c\beta|$ and $|p\alpha\,c\beta|$. The common spin orbital is $c\beta$. The direct term has $\mathbf g(1,2)\cdot(\mathbf s_{\alpha\alpha}+2\mathbf s_{\beta\beta})$, which is $(pc|g^z|cc)(\tfrac12-1)=-\tfrac12(pc|g^z|cc)$, and its $\mathbf g(2,1)$ part contains $(cc|\mathbf g|pc)=0$. The exchange term $\langle p\alpha\,c\beta|G|c\beta\,c\alpha\rangle$ needs both spins flipped, which a single spin operator cannot do. The total is $-(pc|g^z|cc)\,s^z_{\alpha\alpha}$, as (10) states. A coefficient other than $-\tfrac32$ would fail this test. The example also shows that a direct SOO interaction with one particular partner is not lost: it reappears in (10) through the exchange terms, after the sum has been extended to $\mathsf j=\mathsf q$.

**The sign of core-valence exchange.** In the Fock operator exchange offsets part of the Coulomb repulsion. In (10) it can do the opposite. Take a core orbital $c(r)>0$ with $c'(r)<0$, as for $1s$, and valence orbitals $p_x=xf(r)$, $p_y=yf(r)$ with $f>0$. For the Coulomb term, $(x\partial_y-y\partial_x)\,yf=xf$, so $\langle p_x|l^z|p_y\rangle=-i$ for normalized functions, and the real matrices multiplying $i\alpha^2/2$ are $-Z\langle r^{-3}\rangle$ for the nucleus and $+\langle N(r)r^{-3}\rangle$ for $\mathbf J$. For exchange, $\nabla p_x=f\hat{\mathbf x}+xf'\hat{\mathbf r}$ and $\nabla c=c'\hat{\mathbf r}$, so $(\nabla p_x\times\nabla c)^z=fc'(\hat{\mathbf x}\times\hat{\mathbf r})^z=fc'\,y/r$. Then $k^{(1)z}_{xy}=2W^z_{p_xc\,c\,p_y}$ is twice the Coulomb interaction of $fc'y/r$ with $cfy$. Both are dipolar distributions along $y$, the first with a negative and the second with a positive radial factor, and the dipole part $r_</r_>^2$ of the kernel is positive. So $k^{(1)z}_{xy}<0$. For the other order, $(\hat{\mathbf y}\times\hat{\mathbf r})^z=-x/r$ gives $k^{(1)z}_{yx}>0$ and $k^{(2)z}_{xy}=-k^{(1)z}_{yx}<0$. The term $-\tfrac32(k^{(1)}+k^{(2)})$ is positive, like the Coulomb term and opposite to the nuclear one. Exchange with a $1s$ core adds to the screening of a $2p$ electron.

This has a practical consequence. Modelling exchange by adding an attractive local potential to $V$ in $\nabla V\times\mathbf p$ deepens the well near the nucleus and so strengthens the coupling. That is the wrong direction for this case, and such a construction contains no SOO term at all.

## 9. Where the operator is exact

The mean-field operator reproduces (5) whenever the common spin orbitals, extended if needed by $\mathsf p$ or $\mathsf q$ or both, form a closed shell of real orbitals. Three cases follow.

One electron outside a closed shell: the common set is the closed shell itself, and for $\mathsf p=\mathsf q$ the extra core-core energy is zero by part 7.

A single excitation $\mathsf i\to\mathsf a$ from a closed-shell determinant: the common set plus $\mathsf i$ is the closed shell, so $\langle\Phi_{\mathsf i}^{\mathsf a}|H_{SO}|\Phi_0\rangle=(\mathbf h+\mathbf F)_{ai}\cdot\mathbf s_{\sigma\tau}$ with the ground-state $P$.

One hole in a closed shell: two hole determinants share all spin orbitals but two, and adding both restores the closed shell. A hole enters with the opposite sign and transposed indices: if $a_{\mathsf i}$ removes the spin orbital $\mathsf i$, then $\langle a_{\mathsf i}\Phi_0|H_2|a_{\mathsf j}\Phi_0\rangle=-\mathcal F_{\mathsf{ji}}$.

The second case gives the coupling between $\Phi_0$ and a triplet configuration. Let $\Phi_{\mathsf i}^{\mathsf a}$ be formed by replacing $\chi_{\mathsf i}$ in place. Writing out the two open-shell electrons,

$$|a\alpha\;i\beta|-|i\alpha\;a\beta|=\tfrac1{\sqrt2}\big[\varphi_a(1)\varphi_i(2)-\varphi_i(1)\varphi_a(2)\big]\big[\alpha(1)\beta(2)+\beta(1)\alpha(2)\big].$$

The spin function is symmetric, so $T_0=(\Phi_{i\alpha}^{a\alpha}-\Phi_{i\beta}^{a\beta})/\sqrt2$ is the normalized $M_S=0$ triplet. With $\mathbf s_{\alpha\alpha}=(0,0,\tfrac12)$ and $\mathbf s_{\beta\beta}=(0,0,-\tfrac12)$,

$$\langle T_0|H_{SO}|\Phi_0\rangle=\tfrac1{\sqrt2}\Big[\tfrac12-\big(-\tfrac12\big)\Big](h+F)^z_{ai}=\frac{(h+F)^z_{ai}}{\sqrt2}.\tag{11}$$

The singlet combination has the plus sign and gives zero. The spin-flip determinant $\Phi_{i\beta}^{a\alpha}$, which is the $M_S=+1$ component up to sign (it equals $-S_+T_0/\sqrt2$), couples through $\mathbf s_{\alpha\beta}=(\tfrac12,-\tfrac i2,0)$, that is through $\tfrac12[(h+F)^x-i(h+F)^y]_{ai}$.

## 10. Where it fails

**Open-shell spectators.** If the spectators carry spin density, $d$ has the extra part $\tfrac12\mathbf M_{sr}\cdot\boldsymbol\sigma$. From $s^a\cdot\tfrac12M^b\sigma^b=\tfrac14(M^a+i\epsilon_{abc}M^b\sigma^c)$, and the same with the opposite sign of the $\epsilon$ term for the reversed order, one finds $\operatorname{tr}(s^ad)=\tfrac12M^a$ and $s^ad+2\,ds^a=\tfrac34M^a-\tfrac i4\epsilon_{abc}M^b\sigma^c$. In (8) the SOO term then yields the spin-free operator $\sum M^a_{sr}(pq|g^a|rs)$, and (9) yields both spin-free terms and terms in $\mathbf M\times\boldsymbol\sigma$. All are linear in $\mathbf M$. They change sign when the spectator spins are reversed and cancel in the average over the two orientations. Equation (10) with $P_{cc}=1$ is that average, not the matrix element for a given orientation.

The size of the error is seen in a two-electron atom with electron 2 in $1s$ and electron 1 far outside. Then $\mathbf r_{12}\approx\mathbf r_1$, exchange is negligible, the $\mathbf g(2,1)$ term vanishes between identical real $1s$ functions, and

$$H_{SO}\approx\frac{\alpha^2}{2r_1^3}\,\mathbf l_1\cdot\big[(Z-1)\mathbf s_1-2\mathbf s_2\big]=\frac{\alpha^2}{2r_1^3}\,\mathbf l_1\cdot\Big[\frac{Z-3}2\,\mathbf S+\frac{Z+1}2\,\boldsymbol\Delta\Big],$$

where $\mathbf S=\mathbf s_1+\mathbf s_2$, $\boldsymbol\Delta=\mathbf s_1-\mathbf s_2$, and $\mathbf s_{1,2}=\tfrac12(\mathbf S\pm\boldsymbol\Delta)$ was used. The spin-orbit part of the splitting within the triplet is governed by $Z-3$ and the singlet-triplet mixing by $Z+1$. The observed splitting also contains the spin-spin interaction, which is of the same order $\alpha^2\langle r^{-3}\rangle$ and is not part of $H_{SO}$. The mean field puts $Z-1$ in both places. For $Z=2$ it has the wrong sign within the triplet. The model is only rough for a $2p$ electron, since the weight $r^{-3}$ reaches into the core: with Hartree-Fock $1s2p$ orbitals of helium the factor $Z-3=-1$ becomes about $-1.3$ and the mean-field factor $Z-1=1$ about $0.7$, so the wrong sign remains. The neglected term $-2\mathbf s_2$ has a coefficient independent of $Z$, so in this model its weight relative to the retained $(Z-1)\mathbf s_1$ falls as $2/(Z-1)$. The part of the screening that comes from closed shells is given exactly by (10).

**Self-interaction.** If the active electron belongs to an open shell that is included in a spin-averaged $P$, the cancellation used after (5) is lost, since it needs the electron's own spin. For one electron in $c$, $P_{cc}=1$ gives $\mathbf F_{pc}=-\tfrac12(pc|\mathbf g|cc)$, whereas a one-electron system has no two-electron term.

**Double replacements.** $H_2$ connects determinants that differ in two spin orbitals. A one-electron operator cannot. These elements are dropped.

**Orbital currents.** For complex Hermitian $P$ the steps of part 6 hold up to the discarding of $\mathbf J'$:

$$\mathbf F_{pq}=\sum_{rs}P_{sr}\Big[(pq|\mathbf g|rs)+2(rs|\mathbf g|pq)-\tfrac32(ps|\mathbf g|rq)-\tfrac32(rq|\mathbf g|ps)\Big].\tag{12}$$

With $P=P^S+iP^A$, $P^A$ real antisymmetric, the second term is $-\alpha^2\sum P^A_{sr}\mathbf W_{rspq}$. It is real and symmetric in $pq$, like a local magnetic field acting on the spin. The part $iP^A$ drops out of the first term by (3), but it enters the two exchange terms, whose sum stays Hermitian and so also gains a real symmetric part; the full complex $P$ must be used there. It matters for references built from complex orbitals with a net angular momentum, or in an external magnetic field.

**Heavy atoms.** The Breit-Pauli operator is the leading term in $\alpha^2$. Its $r^{-3}$ form is not bounded from below, so it cannot be used variationally in a basis that is flexible near the nucleus and belongs in low-order perturbation theory, and near a heavy nucleus the expansion in $(E-V)/2c^2$ fails. Two-component schemes such as Douglas-Kroll-Hess and X2C replace the spatial integrals by regularized ones. Where these keep one spin operator per term, the spin sums of part 6 carry over, but the SSO and SOO integrals need no longer coincide, and the factors $-\tfrac12$ and $-1$ must then be applied separately.

The mean-field operator (10) is now complete, with exchange coefficients $-\tfrac32$, and the cases where it is exact and where it fails have been identified. What remains is its atomic approximation, the numerical tests of the derivation, and a worked example on formaldehyde.
